# First-order Rayleigh-wave shift from a thin isotropic film: two derivations

## What the initial slope cannot tell

A thin porous dielectric changes the speed of surface waves on its wafer, and the change is used to find the film's stiffness. Suppose the slope of speed against thickness or frequency is fitted with two free elastic constants, say Young's modulus $E$ and Poisson's ratio $\nu$, or a lateral and a normal stiffness. The fit has no unique answer. Two films of density 1.2 g/cm³ with normal stiffnesses of 6.4 and 19.4 GPa can have the same initial slope on the same substrate. What the slope does contain is

$$\frac{\Delta v}{v_R}=kh\,G\left(\frac{M_f}{M_s}-\frac{\rho_f}{\rho_s}\right)+O\big((kh)^2\big),\qquad M=\frac{E}{1-\nu^2}. \tag{1}$$

Here $h$ is the film thickness, $k$ the wavenumber, $v_R$ the bare Rayleigh speed, $\rho$ the density and $M$ the plane-strain modulus; $f$ and $s$ mark film and substrate. The positive number $G$ belongs to the substrate alone. The normal stiffness $L=\lambda+2\mu_f$, with $\lambda,\mu_f$ the film's Lamé constants, is one ingredient of $M_f$ but has no effect beyond it.

The film is welded to an isotropic half-space $z>0$ and occupies $-h<z<0$, with a free top. Both media are linear, lossless and free of residual stress. Fields vary as $e^{i(kx-\omega t)}$, nothing depends on $y$, and $v=\omega/k$.

## First derivation: forces on the substrate

**The film as a boundary condition.** In the film,

$$ik\sigma_{xx}+\partial_z\sigma_{xz}=-\rho_f\omega^2u_x,\qquad ik\sigma_{xz}+\partial_z\sigma_{zz}=-\rho_f\omega^2u_z .$$

Both $\sigma_{xz}$ and $\sigma_{zz}$ vanish at the top, so inside a thin film they are of order $h$. To leading order $\sigma_{zz}=\lambda\varepsilon_{xx}+L\varepsilon_{zz}=0$, which gives $\varepsilon_{zz}=-\lambda\varepsilon_{xx}/L$ and

$$\sigma_{xx}=L\varepsilon_{xx}+\lambda\varepsilon_{zz}=\left(L-\frac{\lambda^2}{L}\right)\varepsilon_{xx}=\frac{4\mu_f(\lambda+\mu_f)}{\lambda+2\mu_f}\,\varepsilon_{xx}.$$

The same state in terms of $E$ and $\nu$: $\varepsilon_{yy}=0$ with $\sigma_{zz}=0$ requires $\sigma_{yy}=\nu\sigma_{xx}$, so $\varepsilon_{xx}=(\sigma_{xx}-\nu\sigma_{yy})/E=(1-\nu^2)\sigma_{xx}/E$. The coefficient is therefore $M_f=E/(1-\nu^2)$.

Now integrate the momentum equations over the thickness. Since $ik\sigma_{xx}=ik\,M_f\,(ik\,u_x)=-k^2M_fu_x$, the tractions at $z=0$ are, to first order,

$$\sigma_{xz}=hk^2(M_f-\rho_fv^2)\,u_x,\qquad \sigma_{zz}=-hk^2\rho_fv^2\,u_z. \tag{2}$$

The film resists stretching along $x$ and has inertia in both directions. The term $ik\sigma_{xz}$ in the vertical balance contributes only at order $h^2$.

**The substrate waves.** Let $\mu$ be the substrate's shear modulus, $c_L,c_T$ its bulk speeds, and

$$\xi=\frac{v^2}{c_T^2},\quad \kappa=\frac{c_T^2}{c_L^2},\quad p=\sqrt{1-\kappa\xi},\quad s=\sqrt{1-\xi}.$$

A decaying compressional wave and a decaying shear wave, with amplitudes $A$ and $B$, give $u_x=U$ and $u_z=iW$ with

$$U=Ae^{-pkz}+sBe^{-skz},\qquad W=pAe^{-pkz}+Be^{-skz}.$$

The first part is curl-free, the second divergence-free. From $\sigma_{xz}=\mu(\partial_zu_x+iku_z)$, and from $\sigma_{zz}$ with $(\lambda_s+2\mu)p^2-\lambda_s=2\mu-\rho_sv^2=\mu(1+s^2)$, the surface tractions are

$$\sigma_{xz}=-k\mu[2pA+(1+s^2)B],\qquad \sigma_{zz}=-ik\mu[(1+s^2)A+2sB].$$

Put $\epsilon=kh$, $g=(M_f-\rho_fv^2)/\mu$ and $m=\rho_fv^2/\mu$. Conditions (2) become

$$(2p+\epsilon g)A+(1+s^2+\epsilon gs)B=0,$$
$$(1+s^2-\epsilon mp)A+(2s-\epsilon m)B=0.$$

A nonzero solution needs a vanishing determinant. Its zeroth-order part is $4ps-(1+s^2)^2$. Its first-order part is

$$2sg-2pm-(1+s^2)(gs-mp)=(1-s^2)(gs-mp)=\xi(gs-mp).$$

Hence

$$R(\xi)\equiv(1+s^2)^2-4ps=\epsilon\,\xi\,(gs-mp)+O(\epsilon^2). \tag{3}$$

**The shift.** Without a film, $R=0$ fixes $v_R$. Using $1+s^2=2-\xi$, $dp/d\xi=-\kappa/2p$ and $ds/d\xi=-1/2s$, the slope at that root is

$$D=\frac{dR}{d\xi}=2\left[\frac{\kappa s}{p}+\frac ps-(2-\xi)\right].$$

Then $\Delta\xi=\epsilon\xi(gs-mp)/D$. Because $\xi\propto v^2$, $\Delta v/v_R=\Delta\xi/2\xi$, so

$$\frac{\Delta v}{v_R}=kh\,\frac{sM_f-(s+p)\rho_fv_R^2}{2\mu D}. \tag{4}$$

The Rayleigh equation simplifies this. Subtract $4s^2$ from $4ps=(1+s^2)^2$ to get $4s(p-s)=(1-s^2)^2=\xi^2$. Also $(p-s)(p+s)=p^2-s^2=\xi(1-\kappa)$. Multiplying the first relation by $p+s$ and dividing by $\xi$ gives

$$4(1-\kappa)s=\xi(s+p). \tag{5}$$

For the substrate, $M_s=4\mu(\lambda_s+\mu)/(\lambda_s+2\mu)=4\mu(1-\kappa)$, and $\rho_sv_R^2=\mu\xi$. Equation (5) therefore says $(s+p)\rho_sv_R^2=sM_s$. Inserting this in (4) yields (1), with

$$G=\frac{sM_s}{2\mu D}=\frac{2s(1-\kappa)}{D}. \tag{6}$$

Since $\kappa=(1-2\nu_s)/[2(1-\nu_s)]$, $G$ depends only on the substrate's Poisson ratio $\nu_s$. It is 0.300, 0.241 and 0.184 for $\nu_s=0.10$, 0.22 and 0.35.

## Second derivation: energy at fixed wavelength

Define, for a field of fixed $k$, $V=\int\sigma_{ij}\varepsilon_{ij}^*\,dz$ and $T=\int\rho|\mathbf u|^2dz$. Multiplying the equation of motion by $\mathbf u^*$ and integrating by parts gives $\omega^2=V/T$, because the top is free and the field decays below. This quotient is stationary: changing the mode by $\delta\mathbf u$ changes $V-\omega^2T$ by $2\,\mathrm{Re}\int\delta\mathbf u^*\cdot(\text{equation of motion})\,dz$, which vanishes, plus a second-order remainder. The bare mode in the substrate, wrong by $O(h)$, thus suffices for the $O(h)$ shift.

In the film, the displacement must match the surface values $U_0,W_0$, but its gradient across the thickness is free. Changing that gradient alters $V$ at order $h$ and $T$ only at order $h^2$. Stationarity therefore selects the gradient that minimises the elastic energy

$$L|\varepsilon_{xx}|^2+L|\varepsilon_{zz}|^2+2\lambda\,\mathrm{Re}(\varepsilon_{xx}^*\varepsilon_{zz})+4\mu_f|\varepsilon_{xz}|^2 .$$

The minimum has $\varepsilon_{xz}=0$ and $\varepsilon_{zz}=-\lambda\varepsilon_{xx}/L$, and its value is $(L-\lambda^2/L)|\varepsilon_{xx}|^2=M_fk^2U_0^2$. This is the physical reason for the result: the film thins or thickens freely as it is stretched. Forbidding that strain, $\varepsilon_{zz}=0$, would put $L$ in place of $M_f$.

The film adds $hM_fk^2U_0^2$ to $V$ and $h\rho_f(U_0^2+W_0^2)$ to $T$. Expanding $\omega^2=V/T$ and using $\Delta v/v_R=\Delta(\omega^2)/2\omega^2$ at fixed $k$,

$$\frac{\Delta v}{v_R}=kh\,\frac{M_fU_0^2-\rho_fv_R^2(U_0^2+W_0^2)}{2\rho_sv_R^2I},\qquad I=\int_0^\infty(U^2+W^2)\,d(kz). \tag{7}$$

Now let the film be made of substrate material. The body is still a uniform half-space with its surface moved by $h$, and its speed cannot change. The numerator must then vanish: $M_sU_0^2=\rho_sv_R^2(U_0^2+W_0^2)$. Eliminating $U_0^2+W_0^2$ from (7) gives (1) again, now with

$$G=\frac{U_0^2+W_0^2}{2I}. \tag{8}$$

This is visibly positive. It measures how strongly the motion is concentrated at the surface.

**The two expressions for $G$ agree.** Write $q=1+s^2$ and set $A=1$. The traction-free surface gives $B=-2p/q$, and the Rayleigh equation is $4ps=q^2$. At the surface $U_0=1-2ps/q=1-q/2=\xi/2$ and $W_0=p-2p/q=-p\xi/q$, so $W_0^2/U_0^2=4p^2/q^2=p/s$. With (5), $U_0^2+W_0^2=\xi^2(s+p)/4s=\xi(1-\kappa)$. The integral is

$$I=\frac{1+p^2}{2p}+\frac{B^2q}{2s}+2B=\frac{1+p^2}{2p}+\frac{pq}{2s^2}-\frac qs ,$$

where $4ps=q^2$ was used in the last two terms. Multiplying by $4s$, and using $q/s^2=1/s^2+1$,

$$4sI=\frac{2s}{p}+\frac{2p}{s}+4ps-4q .$$

On the other side, $\kappa\xi=1-p^2$ and $\xi=1-s^2$ give

$$\xi D=\frac{2s}{p}+\frac{2p}{s}-4ps-2q(1-s^2).$$

The difference is $\xi D-4sI=-8ps+2q(1+s^2)=-8ps+2q^2=0$. So $D=4sI/\xi>0$, and (8) becomes $\xi(1-\kappa)/2I=2s(1-\kappa)/D$, which is (6).

## Limits and the point of failure

To first order, the sign of the shift is the sign of $M_f/\rho_f-M_s/\rho_s$. A film with much mass and little stiffness slows the wave by the fraction $kh\,G\rho_f/\rho_s$; a stiff film of negligible mass speeds it up by the fraction $kh\,GM_f/M_s$. A film with the substrate's ratio $M/\rho$ is invisible at this order, whatever its density.

At second order the Poisson ratio enters separately. Keeping $\sigma_{zz}$ in the film's stress law gives $\sigma_{xx}=M_f\varepsilon_{xx}+r\sigma_{zz}$, with $r=\lambda/L=\nu/(1-\nu)$, and $\sigma_{zz}$ is of order $h$. For three films with $\rho_f=1.2$ g/cm³ and $M_f=6.4$ GPa on the silicon model below, exact solutions of the layered problem give:

| $\nu$ | $L$ (GPa) | slope | coefficient of $(kh)^2$ |
|---|---|---|---|
| 0.00 | 6.40 | −0.1146 | −0.058 |
| 0.25 | 7.20 | −0.1146 | −0.038 |
| 0.45 | 19.36 | −0.1146 | −0.010 |

Conversely, two films with equal density and $L=7.2$ GPa but $M_f=7.2$ and 4.0 GPa have slopes −0.1135 and −0.1180.

The expansion needs $kh\ll1$ and also $\omega h/c_{T,f}\ll1$, where $c_{T,f}$ is the film's shear speed. If $c_{T,f}<v_R$, as for the porous film below, the second condition is the stricter. For a film much stiffer or denser than the substrate, $kh\,M_f/M_s$ and $kh\,\rho_f/\rho_s$ must be small as well, since the film's tractions (2) are treated as a small correction.

## A porous film on silicon

Take $h=500$ nm, $\rho_f=1.2$ g/cm³, $E=6$ GPa and $\nu=0.25$, rough values for a porous organosilicate glass. Silicon is first treated as isotropic, using an average of rough cubic constants: $E_s=163.3$ GPa, $\nu_s=0.222$, $\rho_s=2.33$ g/cm³. Then $M_f=6/(1-0.0625)=6.40$ GPa, $M_s=171.8$ GPa, $v_R=4898$ m/s and $G=0.2400$. The slope is

$$0.2400\,(0.0373-0.5150)=-0.1146 .$$

The stiffness contributes only 7% as much as the density. At 100 MHz, $\omega h/v_R=0.0641$ and the linear shift is $-0.1146\times0.0641\times4898\approx-36.0$ m/s. The exact shift is −37.4 m/s, which differs by about 4%. That small difference falls on the small stiffness term. Solving (1) for $M_f$ with exact shifts at fixed frequency, and $\omega h/v_R$ in place of $kh$, returns:

| $f$ (MHz) | $\omega h/c_{T,f}$ | apparent $M_f$ (GPa) |
|---|---|---|
| 25 | 0.056 | 5.77 |
| 50 | 0.111 | 5.05 |
| 100 | 0.222 | 3.34 |
| 200 | 0.444 | −1.42 |

The trend follows from the second-order term. Let $v/v_R=1+a\epsilon+b\epsilon^2$. At fixed frequency $\epsilon=\epsilon_0v_R/v\approx\epsilon_0(1-a\epsilon_0)$ with $\epsilon_0=\omega h/v_R$, so the quadratic coefficient is $b-a^2=-0.038-0.013=-0.051$. The modulus error is $(M_s/G)(b-a^2)\epsilon_0\approx-0.59$ GPa at 25 MHz, close to the −0.63 GPa found; higher orders supply the rest. An error linear in frequency cancels in $2M(25)-M(50)=6.49$ GPa, which is 1.3% above the true value. This holds for exact speeds. The whole stiffness term at 25 MHz is only 0.70 m/s, so an error of 0.1 m/s in the 25 MHz speed moves the extrapolated modulus by 1.8 GPa, and an error of 0.1 m/s in $v_R$ moves it by 1.4 GPa.

To obtain the modulus from the slope, the density must be known independently, and well. For a given measured slope, assuming a density 1% too high raises the inferred modulus by $0.01\,M_s\rho_f/\rho_s=0.88$ GPa, or 14%. Poisson's ratio matters less: with $M_f$ fixed, assuming 0.20 or 0.30 gives $E=6.14$ or 5.82 GPa. That is for the initial slope; at finite frequency $\nu$ also enters the second-order term, and matching the exact 100 MHz speed with the full layered model gives 6.32 or 5.63 GPa. A residual tension $\sigma_0$ along $x$ adds $\sigma_0\partial_x^2\mathbf u$ to the film's momentum balance, which replaces $\rho_fv^2$ by $\rho_fv^2-\sigma_0$. By (4), the apparent $M_f$ rises by $(1+p/s)\sigma_0$. With $p/s=2.07$ and an assumed 50 MPa this is 0.15 GPa, or 2.4%, if the moduli themselves do not change with stress.

A real silicon wafer is not isotropic, and for this film the difference is large. With the same cubic constants, a wave along [110] on a (001) face has $v_R=5092$ m/s, $G=0.287$ and slope −0.137. Reading that slope with the isotropic $M_s$ and $G$ gives $M_f=-9.7$ GPa; along [100] the result is −9.1 GPa. These two values use the Hill average; the Voigt or Reuss average moves them by about 0.9 GPa up or down, and they stay negative. The isotropic model shows how the shift is built up, but an inversion for a silicon wafer needs the cubic constants and the propagation direction. Alignment matters too: the [110] wave is faster than the bulk shear wave polarised along $y$ (4679 m/s here) and is decoupled from it only by symmetry. Slightly off that axis the two couple and the surface wave leaks into the substrate, a case that (1) does not cover. The leak is weak near the axis ($|\mathrm{Im}\,v|/v\approx10^{-6}$ at 1°), but the bare speed falls by 0.25 m/s at 1° and 1 m/s at 2°, comparable with the stiffness term at 25 MHz.

## What each derivation assumes

Both derivations need a welded thin film, a free top and small thickness in the senses above. Both use the film's isotropy only in its stress law, which gives the modulus $L-\lambda^2/L=E/(1-\nu^2)$. If the film's normal stiffness $C_{33}$ were independent of its lateral stiffness $C_{11}$, as aligned pores could make it, the same relaxation would give $C_{11}-C_{13}^2/C_{33}$. The slope would still contain one modulus, and $C_{33}$ would enter only through that combination, now as a constant independent of $C_{11}$.

The force derivation uses the explicit partial waves of an isotropic substrate and a simple root of $R$. It does not use energy conservation, so (4) also holds for a film with complex, lossy moduli; the shift is then complex.

The energy derivation, as written with complex conjugates, assumes lossless media, so that the quotient is stationary. It does not require an isotropic substrate. For a wave in a mirror plane of a crystal, with the cubic axes oriented as above, $u_x$ and $u_z$ are still a quarter period apart at the surface, and the argument of the moved surface still applies. Equation (1) survives with $M_s=C_{11}-C_{13}^2/C_{33}$, referred to the propagation axes, and with $G$ from (8), where $U^2+W^2$ is read as $|\mathbf u|^2$. As a test, $G$ was extracted from exact slopes for the porous film and for a film with $\rho_f=2.7$ g/cm³, $E=70$ GPa and $\nu=0.35$. The two values agreed within $10^{-4}$ for both directions on silicon. The remaining figures are in the numerical output.

## Table of computed values

```
Largest slope error, 9 test cases: 4.0e-10
G at substrate nu = 0.10: 0.3002
G at substrate nu = 0.22: 0.2411
G at substrate nu = 0.35: 0.1836
Si inputs: rho 2.33 g/cm3; C11 166.0, C12 64.0, C44 80.0 GPa
Si Hill average: E 163.27 GPa, nu 0.2223
Si shear modulus 66.79 GPa, Ms 171.76 GPa
xi 0.83685, kappa 0.35706, p 0.83737, s 0.40392
D 2.1645, G 0.23996, p/s 2.0731
Bare Rayleigh speed vR: 4897.7 m/s
Film: rho 1.2 g/cm3, E 6.0 GPa, nu 0.25, h 500.0 nm
Film Mf 6.400 GPa, L 7.200 GPa
Film shear speed: 1414 m/s
Mf/Ms 0.03726, rho_f/rho_s 0.51502
Slope: stiffness part +0.00894
Slope: density part -0.12359
Slope: total -0.11464
Equal M and rho: nu, L (GPa), exact slope, curvature
  0.00    6.400  -0.11464  -0.0575
  0.25    7.200  -0.11464  -0.0382
  0.45   19.360  -0.11464  -0.0101
Equal L and rho: nu, M (GPa), exact slope
  0.00  7.200  -0.11353
  0.40  4.000  -0.11800
f MHz, omega h/vR, omega h/cT_film,
  linear dv m/s, exact dv m/s, M from linear formula GPa
  25  0.0160  0.0555  -9.00  -9.07  5.769
  50  0.0321  0.1111  -18.01  -18.30  5.052
  100  0.0641  0.2221  -36.02  -37.36  3.338
  200  0.1283  0.4443  -72.03  -78.90  -1.418
M extrapolated from 25 and 50 MHz: 6.486 GPa
1% density error changes M by 0.885 GPa
  that is 13.8% of Mf
E from Mf if nu = 0.20: 6.144 GPa
E from Mf if nu = 0.30: 5.824 GPa
Tension 50 MPa raises apparent M by 0.154 GPa
Cubic Si(001): direction, vR m/s, Ms GPa, G, slope,
  M GPa if read with the isotropic Ms and G
  [110] 5091.8 170.33 0.28731 -0.13717 -9.726
  [100] 4926.1 141.33 0.29009 -0.13626 -9.075
```
